# The lowest crossing point of two harmonic wells with equal Hessians: test program

```python
# Result under test: two harmonic wells a and b with one shared positive-definite
# Hessian K have the lowest point of their crossing seam V_a = V_b at
#   q* = q_a + mu d,  mu = (lam + dE)/(2 lam),  height B = (lam + dE)^2/(4 lam),
# with d = q_b - q_a, lam = d.K.d/2 (relaxation energy), dE = E_b - E_a.
# Energies in eV, displacements in angstrom, K in eV/angstrom^2.
# The example is a rough model of an oxide hole trap near a silicon interface.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize, minimize_scalar

rng = np.random.default_rng(7)


def well(hessian, center, energy):
    return lambda q: energy + 0.5 * (q - center) @ hessian @ (q - center)


def seam_minimum(va, vb, start):
    """Lowest point of va = vb by constrained minimization, no derived formula."""
    q = np.array(start, float)
    rule = {"type": "eq", "fun": lambda p: vb(p) - va(p)}
    for _ in range(2):  # the restart polishes the first answer
        q = minimize(va, q, jac="3-point", method="SLSQP", constraints=[rule],
                     options={"ftol": 1e-14, "maxiter": 500}).x
    assert abs(vb(q) - va(q)) < 1e-6
    return q


def off_line(q, start, direction):
    unit = direction / np.linalg.norm(direction)
    r = q - start
    return np.linalg.norm(r - unit * (unit @ r))


# ---- random wells: crossing inside the segment and beyond either end ----
worst = 0.0
for dim in (2, 3, 5, 8):
    for ratio in (0.3, 1.6, -1.7):
        axes = np.linalg.qr(rng.normal(size=(dim, dim)))[0]
        H = axes @ np.diag(rng.uniform(1, 10, dim)) @ axes.T
        A, D = rng.normal(size=dim), 0.5 * rng.normal(size=dim)
        relax = 0.5 * D @ H @ D
        va, vb = well(H, A, 0.0), well(H, A + D, ratio * relax)
        found = seam_minimum(va, vb, A + 0.5 * D + 0.3 * rng.normal(size=dim))
        predicted = A + 0.5 * (1 + ratio) * D
        worst = max(worst, np.linalg.norm(found - predicted))
        # seam points located from two gap values: works only for a linear gap
        for _ in range(20):
            p0, p1 = rng.normal(size=(2, dim))
            g0, g1 = vb(p0) - va(p0), vb(p1) - va(p1)
            p = p0 + g0 / (g0 - g1) * (p1 - p0)
            assert abs(vb(p) - va(p)) < 1e-8 * (1 + va(p))
            s = p - predicted
            assert np.isclose(va(p) - va(predicted), 0.5 * s @ H @ s,
                              rtol=1e-6, atol=1e-8)
assert worst < 1e-4  # stopping accuracy of the optimizer

# ---- example: round, rough parameters ----
K = np.array([[40.0, 10.0, 0.0], [10.0, 25.0, -5.0], [0.0, -5.0, 8.0]])
qa = np.zeros(3)
qb = np.array([0.25, -0.15, 0.35])
d = qb - qa
dE_zero_field, depth_nm, field_MV_cm = 0.8, 1.0, 5.0
mass_u = 20.0
field = field_MV_cm * 1e8 * 1e-10        # volt per angstrom
depth = depth_nm * 10                    # angstrom
dE = dE_zero_field - field * depth
lam = 0.5 * d @ K @ d
mu = (lam + dE) / (2 * lam)
B = (lam + dE) ** 2 / (4 * lam)
q_star = qa + mu * d
Va, Vb = well(K, qa, 0.0), well(K, qb, dE)
q_num = seam_minimum(Va, Vb, [0.3, 0.2, -0.1])
assert np.linalg.norm(q_num - q_star) < 1e-4
assert abs(Va(q_num) - B) < 1e-6
assert np.linalg.eigvalsh(K)[0] > 0

# slope of the barrier with dE, from minimized barriers
step = 0.02
heights = []
for sign in (1, -1):
    vb = well(K, qb, dE + sign * step)
    heights.append(Va(seam_minimum(Va, vb, q_star)))
slope = (heights[0] - heights[1]) / (2 * step)
assert abs(slope - mu) < 1e-4
B_zero = Va(seam_minimum(Va, well(K, qb, dE_zero_field), q_star))
assert abs(B_zero - (lam + dE_zero_field) ** 2 / (4 * lam)) < 1e-6

normal = K @ d
angle = np.degrees(np.arccos(d @ normal / np.linalg.norm(d) / np.linalg.norm(normal)))
h = 1e-4
grad_gap = np.array([(Vb(q_star + h * e) - Va(q_star + h * e)
                      - Vb(q_star - h * e) + Va(q_star - h * e)) / (2 * h)
                     for e in np.eye(3)])
assert np.allclose(grad_gap, -normal, atol=1e-6)

# ---- unequal Hessians: final well softer in the first coordinate ----
softening = 0.2
K_soft = K.copy()
K_soft[0, 0] *= 1 - softening
V_soft = well(K_soft, qb, dE)


def mixed_point(x):
    return np.linalg.solve((1 - x) * K + x * K_soft,
                           (1 - x) * K @ qa + x * K_soft @ qb)


x_soft = brentq(lambda x: V_soft(mixed_point(x)) - Va(mixed_point(x)), 0, 1)
q_soft = mixed_point(x_soft)
assert np.linalg.norm(seam_minimum(Va, V_soft, q_star) - q_soft) < 1e-4
B_soft, off_soft = Va(q_soft), off_line(q_soft, qa, d)
assert off_soft > 1e-3
q_prop = seam_minimum(Va, well(0.7 * K, qb, dE), q_star)
assert off_line(q_prop, qa, d) < 1e-4

# ---- one bond made a Morse bond with the same curvature at its minimum ----
morse_a = 2.0                            # per angstrom
bond_depth = K[0, 0] / (2 * morse_a ** 2)


def morse_extra(u):
    return bond_depth * (1 - np.exp(-morse_a * u)) ** 2 - 0.5 * K[0, 0] * u ** 2


Va_m = lambda q: Va(q) + morse_extra(q[0] - qa[0])
Vb_m = lambda q: Vb(q) + morse_extra(q[0] - qb[0])
q_morse = seam_minimum(Va_m, Vb_m, q_star)
q_again = seam_minimum(Va_m, Vb_m, 0.5 * (qa + qb))
assert np.linalg.norm(q_morse - q_again) < 1e-4
B_morse, off_morse = Va_m(q_morse), off_line(q_morse, qa, d)

# ---- field force on the charged well: unit charge on the first coordinate ----
force = np.array([field, 0.0, 0.0])
shift = np.linalg.solve(K, force)
d_f = d + shift
lam_f = 0.5 * d_f @ K @ d_f
dE_f = dE - 0.5 * force @ shift
B_force = (lam_f + dE_f) ** 2 / (4 * lam_f)
Vb_f = lambda q: Vb(q) - force @ (q - qb)
q_f = seam_minimum(Va, Vb_f, q_star)
assert abs(Va(q_f) - B_force) < 1e-6 and off_line(q_f, qa, d_f) < 1e-4

# ---- quantum nuclei: equal masses, normal modes of K ----
kB = const.k / const.e
unit = const.hbar ** 2 / (const.atomic_mass * 1e-20) / const.e  # eV for 1 u, 1 angstrom
k_mode, modes = np.linalg.eigh(K)
w = np.sqrt(unit * k_mode / mass_u)      # phonon energies
S = 0.5 * k_mode * (modes.T @ d) ** 2 / w


def log_G(s, beta):
    return -s * dE - sum(2 * Si * np.sinh((beta - s) * wi / 2) * np.sinh(s * wi / 2)
                         / np.sinh(beta * wi / 2) for Si, wi in zip(S, w))


def quantum(T):
    """Saddle position, effective barrier, energy-conserving density (1/eV)."""
    beta = 1 / (kB * T)
    s = minimize_scalar(lambda z: log_G(z, beta), bounds=(0, beta),
                        method="bounded", options={"xatol": 1e-9 * beta}).x
    e = 0.01 * beta
    curve = (log_G(s + e, beta) + log_G(s - e, beta) - 2 * log_G(s, beta)) / e ** 2
    top = log_G(s, beta)
    return s, -top / beta, np.exp(top) / np.sqrt(2 * np.pi * curve)


def classical_density(T):
    return np.exp(-B / (kB * T)) / np.sqrt(4 * np.pi * lam * kB * T)


# trace formula against displaced-oscillator matrices
beta300 = 1 / (kB * 300)
s_test, levels = 0.4 * beta300, 200
n = np.arange(levels)
ladder = np.diag(np.sqrt(n[1:]), 1)
trace_log = -s_test * dE
for Si, wi in zip(S, w):
    Ha = wi * n
    Hb = np.diag(Ha + Si * wi) - wi * np.sqrt(Si) * (ladder + ladder.T)
    eb, ub = np.linalg.eigh(Hb)
    pa = np.exp(-(beta300 - s_test) * Ha)
    trace_log += np.log(pa @ (ub ** 2) @ np.exp(-s_test * eb)
                        / np.exp(-beta300 * Ha).sum())
assert abs(trace_log - log_G(s_test, beta300)) < 1e-6

# saddle against the contour integral over the short-time peak
s300, B300, rho300 = quantum(300)
t = np.linspace(-30, 30, 6001)
contour = np.exp(log_G(s300 + 1j * t, beta300)).real.sum() * (t[1] - t[0]) / (2 * np.pi)
assert abs(contour / rho300 - 1) < 0.1   # leading saddle-point accuracy
s400, B400, rho400 = quantum(400)
assert abs(quantum(5000)[2] / classical_density(5000) - 1) < 0.02
gain300, gain400 = rho300 / classical_density(300), rho400 / classical_density(400)

# ---- hole tunnelling into the oxide: rough barrier and effective mass ----
hole_barrier, hole_mass = 4.5, 0.4
kinetic = const.hbar ** 2 / (2 * const.m_e * 1e-20) / const.e
kappa = np.sqrt(hole_mass * hole_barrier / kinetic)
log_flat = -2 * kappa * depth


def riccati(x, y):  # y = [psi'/psi, ln psi] under the barrier tilted by the field
    return [hole_mass * (hole_barrier - field * x) / kinetic - y[0] ** 2, y[0]]


far = 3 * depth
y_far = -np.sqrt(hole_mass * (hole_barrier - field * far) / kinetic)
sol = solve_ivp(riccati, (far, 0), [y_far, 0.0], t_eval=[depth, 0],
                rtol=1e-9, atol=1e-11)
log_tilted = 2 * (sol.y[1, 0] - sol.y[1, 1])
assert abs(log_tilted - log_flat) < 0.6  # flat barrier is a size estimate only

# ---- printed numbers ----
hartree = const.physical_constants["Hartree energy in eV"][0]
vec = lambda v: " ".join(f"{x:.4f}" for x in v)
print("Hessian rows (eV/angstrom^2):", K.tolist())
print("displacement d (angstrom):", vec(d))
print(f"length of d: {np.linalg.norm(d):.4f} angstrom")
print("K d (eV/angstrom):", vec(normal))
print(f"dE at zero field: {dE_zero_field:.3f} eV")
print(f"trap depth: {depth_nm:.1f} nm; oxide field: {field_MV_cm:.1f} MV/cm")
print(f"field shift of dE: {-field * depth:.3f} eV; dE in field: {dE:.3f} eV")
print(f"relaxation energy lam: {lam:.4f} eV")
print(f"position mu: {mu:.4f}")
print("crossing q* by formula (angstrom):", vec(q_star))
print("crossing q* by minimization (angstrom):", vec(q_num))
print(f"barrier B by formula: {B:.4f} eV = {B / hartree:.5f} hartree")
print(f"barrier B by minimization: {Va(q_num):.4f} eV")
print(f"reverse barrier: {B - dE:.4f} eV")
print(f"barrier at zero field: {B_zero:.4f} eV")
print(f"slope dB/d(dE) by minimization: {slope:.4f}")
print(f"angle between line and seam normal: {angle:.1f} degrees")
print(f"random wells, largest position error: {worst:.1e} angstrom")
print(f"softened well: first diagonal element reduced by {100 * softening:.0f} percent")
print(f"softened well: barrier {B_soft:.4f} eV, off line {off_soft:.4f} angstrom")
print(f"Morse bond: a = {morse_a:.1f} per angstrom, depth {bond_depth:.2f} eV")
print(f"Morse bond: barrier {B_morse:.4f} eV, off line {off_morse:.4f} angstrom")
print(f"field force: {field:.3f} eV/angstrom, shift of minimum "
      f"{np.linalg.norm(shift):.5f} angstrom")
print(f"field force: barrier {B_force:.4f} eV")
print(f"mass for each coordinate: {mass_u:.0f} u")
print("phonon energies (eV):", vec(w))
print("Huang-Rhys factors:", vec(S))
print(f"300 K: saddle s/beta {s300 * kB * 300:.4f}, effective barrier {B300:.4f} eV")
print(f"300 K: quantum/classical rate ratio {gain300:.2f}")
print(f"300 K: contour integral/saddle density {contour / rho300:.4f}")
print(f"400 K: saddle s/beta {s400 * kB * 400:.4f}, effective barrier {B400:.4f} eV")
print(f"400 K: quantum/classical rate ratio {gain400:.2f}")
print(f"hole barrier {hole_barrier:.1f} eV, hole mass {hole_mass:.1f} electron masses")
print(f"hole decay constant kappa: {kappa:.4f} per angstrom")
print(f"hole density factor at trap, flat barrier: {np.exp(log_flat):.2e}")
print(f"hole density factor at trap, tilted barrier: {np.exp(log_tilted):.2e}")
print("all good")
```

It prints:

```
Hessian rows (eV/angstrom^2): [[40.0, 10.0, 0.0], [10.0, 25.0, -5.0], [0.0, -5.0, 8.0]]
displacement d (angstrom): 0.2500 -0.1500 0.3500
length of d: 0.4555 angstrom
K d (eV/angstrom): 8.5000 -3.0000 3.5500
dE at zero field: 0.800 eV
trap depth: 1.0 nm; oxide field: 5.0 MV/cm
field shift of dE: -0.500 eV; dE in field: 0.300 eV
relaxation energy lam: 1.9087 eV
position mu: 0.5786
crossing q* by formula (angstrom): 0.1446 -0.0868 0.2025
crossing q* by minimization (angstrom): 0.1446 -0.0868 0.2025
barrier B by formula: 0.6390 eV = 0.02348 hartree
barrier B by minimization: 0.6390 eV
reverse barrier: 0.3390 eV
barrier at zero field: 0.9610 eV
slope dB/d(dE) by minimization: 0.5786
angle between line and seam normal: 30.1 degrees
random wells, largest position error: 1.5e-08 angstrom
softened well: first diagonal element reduced by 20 percent
softened well: barrier 0.6103 eV, off line 0.0161 angstrom
Morse bond: a = 2.0 per angstrom, depth 5.00 eV
Morse bond: barrier 0.5928 eV, off line 0.0517 angstrom
field force: 0.050 eV/angstrom, shift of minimum 0.00160 angstrom
field force: barrier 0.6420 eV
mass for each coordinate: 20 u
phonon energies (eV): 0.0366 0.0670 0.0971
Huang-Rhys factors: 6.0917 19.2975 4.0510
300 K: saddle s/beta 0.6037, effective barrier 0.5805 eV
300 K: quantum/classical rate ratio 10.88
300 K: contour integral/saddle density 1.0072
400 K: saddle s/beta 0.5926, effective barrier 0.6030 eV
400 K: quantum/classical rate ratio 3.06
hole barrier 4.5 eV, hole mass 0.4 electron masses
hole decay constant kappa: 0.6873 per angstrom
hole density factor at trap, flat barrier: 1.07e-06
hole density factor at trap, tilted barrier: 1.68e-06
all good
```
